# Exchange field on a quantum dot from ferromagnetic leads: verification in Python

```python
"""Exchange field on a singly occupied quantum dot with ferromagnetic leads.

Result under test (zero temperature, first order in the tunnel width):
    Delta = E_up - E_down = -(P*Gamma/pi) * ln(E_add/E_rem)
E_rem, E_add : energies to remove / add a dot electron, from the Fermi level
Gamma        : mean full tunnel width; Gamma_up,down = Gamma*(1 +- P)
P            : lead polarization;  D : half-width of the flat lead bands
A Zeeman term b*S_z on the dot cancels the splitting at b = -Delta.
Independent road: many-electron diagonalization of the Anderson model with
each half-band represented by four Gauss-Legendre levels, and quadrature.
All energies are in meV.
"""
from itertools import combinations
import numpy as np
from scipy import constants, integrate, optimize, sparse
from scipy.sparse.linalg import eigsh

POLARIZATION = 0.4
REPULSION = 4.0
GAMMA = 0.2
REMOVAL = 1.0
ADDITION = REPULSION - REMOVAL
WIDE_BAND = 1000.0
SMALL_BAND = 4.0
G_FACTOR = 2.0
MU_B = constants.physical_constants["Bohr magneton in eV/T"][0] * 1e3
NODES_PER_SIDE = 4


def field_wide(removal, addition, gamma):
    return -POLARIZATION * gamma / np.pi * np.log(addition / removal)


def field_band(removal, addition, gamma, band):
    ratio = addition * (band + removal) / (removal * (band + addition))
    return -POLARIZATION * gamma / np.pi * np.log(ratio)


def integrate_pieces(function, edges):
    return sum(integrate.quad(function, a, b, epsabs=1e-12, limit=200)[0]
               for a, b in zip(edges[:-1], edges[1:]))


# ---------- many-electron diagonalization ----------
def lead_levels(lower, upper, width):
    """Levels and tunnel amplitudes for a flat band from lower<0 to upper>0."""
    x, w = np.polynomial.legendre.leggauss(NODES_PER_SIDE)
    energies = np.concatenate([lower * (1 - x) / 2, upper * (1 + x) / 2])
    weights = np.concatenate([-lower * w / 2, upper * w / 2])
    return energies, np.sqrt(width * weights / (2 * np.pi))


def one_spin_matrix(n_electrons, dot_level, energies, amplitudes):
    """Fock-space matrix of one spin species; orbital 0 is the dot."""
    orbital_energy = np.concatenate([[dot_level], energies])
    basis = list(combinations(range(len(orbital_energy)), n_electrons))
    index = {state: i for i, state in enumerate(basis)}
    matrix = np.zeros((len(basis), len(basis)))
    dot_occupation = np.array([float(0 in state) for state in basis])
    for i, state in enumerate(basis):
        matrix[i, i] = orbital_energy[list(state)].sum()
        if 0 not in state:
            continue
        for k in range(1, len(orbital_energy)):
            if k in state:
                continue
            j = index[tuple(sorted(state[1:] + (k,)))]
            sign = (-1) ** sum(0 < orbital < k for orbital in state)
            matrix[i, j] = matrix[j, i] = sign * amplitudes[k - 1]
    return matrix, dot_occupation


def sector_energy(n_up, n_down, removal, addition, gamma, zeeman, stoner):
    """Ground energy with fixed numbers of spin-up and spin-down electrons."""
    parts = []
    for spin, number in ((1, n_up), (-1, n_down)):
        shift = -spin * stoner / 2
        levels, amplitudes = lead_levels(-SMALL_BAND + shift,
                                         SMALL_BAND + shift,
                                         gamma * (1 + spin * POLARIZATION))
        parts.append(one_spin_matrix(number, -removal + spin * zeeman / 2,
                                     levels, amplitudes))
    (h_up, dot_up), (h_down, dot_down) = parts
    hamiltonian = (sparse.kron(sparse.csr_matrix(h_up),
                               sparse.identity(len(h_down)))
                   + sparse.kron(sparse.identity(len(h_up)),
                                 sparse.csr_matrix(h_down))
                   + sparse.diags((addition + removal)
                                  * np.kron(dot_up, dot_down))).tocsr()
    diagonal = hamiltonian.diagonal()
    start = np.exp(-(diagonal - diagonal.min()))
    return eigsh(hamiltonian, k=1, which="SA", v0=start, ncv=30,
                 tol=1e-10, return_eigenvectors=False)[0]


def splitting(removal, addition, gamma, zeeman=0.0, stoner=0.0):
    n = NODES_PER_SIDE
    arguments = (removal, addition, gamma, zeeman, stoner)
    return (sector_energy(n + 1, n, *arguments)
            - sector_energy(n, n + 1, *arguments))


def compensating_zeeman(gamma):
    guess = -field_band(REMOVAL, ADDITION, gamma, SMALL_BAND)
    return optimize.newton(
        lambda b: splitting(REMOVAL, ADDITION, gamma, zeeman=b),
        guess, x1=0.9 * guess, tol=1e-8)


def weak_coupling_slope(function, gamma=0.02):
    """Limit of function(gamma)/gamma, with the next order extrapolated away."""
    return 2 * function(gamma / 2) / (gamma / 2) - function(gamma) / gamma


# Relative tolerance 3e-3: four-point quadrature of 1/(w+E) at E = D/4 errs
# by about 1e-3 in the logarithm.
QUADRATURE_TOLERANCE = 3e-3
slopes = []
for removal in (REMOVAL, 2.5):
    addition = REPULSION - removal
    numerical = weak_coupling_slope(
        lambda gamma: splitting(removal, addition, gamma))
    formula = field_band(removal, addition, 1.0, SMALL_BAND)
    assert abs(numerical / formula - 1) < QUADRATURE_TOLERANCE
    slopes.append((removal, numerical, formula))
assert slopes[0][1] < 0 < slopes[1][1]

# Exact zero at the symmetric point, beyond perturbation theory.
strong_gamma = 1.0
half = REPULSION / 2
symmetric_splitting = splitting(half, half, strong_gamma)
assert abs(symmetric_splitting) < 1e-8

# Bands shifted by a Stoner splitting leave a field at the symmetric point.
stoner = 1.0
stoner_numerical = weak_coupling_slope(
    lambda gamma: splitting(half, half, gamma, stoner=stoner))
stoner_formula = np.log((SMALL_BAND + half + stoner / 2)
                        / (SMALL_BAND + half - stoner / 2)) / np.pi
assert abs(stoner_numerical / stoner_formula - 1) < QUADRATURE_TOLERANCE

# Zeeman energy that makes the two spin sectors degenerate.
zeeman_numerical = weak_coupling_slope(compensating_zeeman)
zeeman_formula = -field_band(REMOVAL, ADDITION, 1.0, SMALL_BAND)
assert abs(zeeman_numerical / zeeman_formula - 1) < QUADRATURE_TOLERANCE

# Size of higher orders at the width of the worked example, small band.
full_splitting = splitting(REMOVAL, ADDITION, GAMMA)
first_order = field_band(REMOVAL, ADDITION, GAMMA, SMALL_BAND)
full_zeeman = compensating_zeeman(GAMMA)

# ---------- wide band by quadrature ----------
edges = [0.0, 1.0, 10.0, 100.0, WIDE_BAND]
removal_integral = integrate_pieces(lambda w: 1 / (w + REMOVAL), edges)
addition_integral = integrate_pieces(lambda w: 1 / (w + ADDITION), edges)
gamma_up = GAMMA * (1 + POLARIZATION)
gamma_down = GAMMA * (1 - POLARIZATION)
shift_up = -(gamma_up * removal_integral
             + gamma_down * addition_integral) / (2 * np.pi)
shift_down = -(gamma_down * removal_integral
               + gamma_up * addition_integral) / (2 * np.pi)
delta_band = field_band(REMOVAL, ADDITION, GAMMA, WIDE_BAND)
delta_wide = field_wide(REMOVAL, ADDITION, GAMMA)
assert abs(shift_up - shift_down - delta_band) < 1e-9

# A smooth Lorentzian cutoff must give the same logarithm up to O(E/D).
smooth_log = integrate_pieces(
    lambda w: (1 / (w + REMOVAL) - 1 / (w + ADDITION))
    / (1 + (w / WIDE_BAND) ** 2), edges + [np.inf])
sharp_log = removal_integral - addition_integral
log_ratio = np.log(ADDITION / REMOVAL)
cutoff_bound = 2 * (ADDITION - REMOVAL) / WIDE_BAND
assert abs(smooth_log - log_ratio) < cutoff_bound
assert abs(sharp_log - log_ratio) < cutoff_bound

# Share of the wide-band field from lead states within a window of E_F.
shares = []
for window in (0.1, 1.0, 10.0):
    share = 1 - np.log((window + ADDITION) / (window + REMOVAL)) / log_ratio
    partial = integrate_pieces(
        lambda w: 1 / (w + REMOVAL) - 1 / (w + ADDITION), [0.0, window])
    assert abs(partial / log_ratio - share) < 1e-9
    shares.append((window, share))

# ---------- printed numbers ----------
print(f"repulsion U = {REPULSION:.1f} meV, mean width Gamma = {GAMMA:.2f} meV")
print(f"polarization P = {POLARIZATION:.2f}, g factor = {G_FACTOR:.1f}")
print(f"E_rem = {REMOVAL:.1f} meV, E_add = {ADDITION:.1f} meV")
print(f"Gamma_up = {gamma_up:.3f} meV, Gamma_down = {gamma_down:.3f} meV")
print(f"wide-band half-width D = {WIDE_BAND:.0f} meV")
print(f"Bohr magneton = {MU_B:.6f} meV/T")
print(f"ln(E_add/E_rem) = {log_ratio:.5f}")
print(f"same log, sharp cutoff at D = {sharp_log:.5f}")
print(f"same log, Lorentzian cutoff at D = {smooth_log:.5f}")
print(f"level shift, spin up = {shift_up:.5f} meV")
print(f"level shift, spin down = {shift_down:.5f} meV")
print(f"Delta with D = {WIDE_BAND:.0f} meV: {delta_band:.5f} meV")
print(f"Delta, infinite band = {delta_wide:.5f} meV")
print(f"compensating field B_c = {-delta_wide / (G_FACTOR * MU_B):.4f} T")
print("gate sweep, infinite band:")
for removal in (0.5, 1.0, 1.5, 2.0, 2.5, 3.0, 3.5):
    delta = field_wide(removal, REPULSION - removal, GAMMA) + 0.0
    field = -delta / (G_FACTOR * MU_B) + 0.0
    print(f"  E_rem {removal:.1f} meV: Delta {delta:+.5f} meV, "
          f"B_c {field:+.4f} T")
for window, share in shares:
    print(f"share of Delta from |w| < {window:.1f} meV = {100 * share:.2f} %")
print(f"diagonalization: band half-width {SMALL_BAND:.1f} meV, "
      f"{2 * NODES_PER_SIDE} levels per spin")
for removal, numerical, formula in slopes:
    print(f"  E_rem {removal:.1f} meV: Delta/Gamma numerical {numerical:+.5f}, "
          f"formula {formula:+.5f}")
print(f"  b_c/Gamma numerical {zeeman_numerical:.5f}, "
      f"formula {zeeman_formula:.5f}")
print(f"  symmetric point, Gamma = {strong_gamma:.1f} meV: "
      f"|Delta| below 1e-8 meV: {abs(symmetric_splitting) < 1e-8}")
print(f"  Stoner splitting {stoner:.1f} meV, symmetric point: Delta/Gamma "
      f"numerical {stoner_numerical:.5f}, formula {stoner_formula:.5f}")
print(f"  Gamma = {GAMMA:.2f} meV: Delta all orders {full_splitting:.5f} meV, "
      f"first order {first_order:.5f} meV")
print(f"  Gamma = {GAMMA:.2f} meV: b_c all orders {full_zeeman:.5f} meV")
print("checks complete")
```

Running it gives:

```
repulsion U = 4.0 meV, mean width Gamma = 0.20 meV
polarization P = 0.40, g factor = 2.0
E_rem = 1.0 meV, E_add = 3.0 meV
Gamma_up = 0.280 meV, Gamma_down = 0.120 meV
wide-band half-width D = 1000 meV
Bohr magneton = 0.057884 meV/T
ln(E_add/E_rem) = 1.09861
same log, sharp cutoff at D = 1.09662
same log, Lorentzian cutoff at D = 1.09552
level shift, spin up = -0.41888 meV
level shift, spin down = -0.39096 meV
Delta with D = 1000 meV: -0.02793 meV
Delta, infinite band = -0.02798 meV
compensating field B_c = 0.2417 T
gate sweep, infinite band:
  E_rem 0.5 meV: Delta -0.04955 meV, B_c +0.4280 T
  E_rem 1.0 meV: Delta -0.02798 meV, B_c +0.2417 T
  E_rem 1.5 meV: Delta -0.01301 meV, B_c +0.1124 T
  E_rem 2.0 meV: Delta +0.00000 meV, B_c +0.0000 T
  E_rem 2.5 meV: Delta +0.01301 meV, B_c -0.1124 T
  E_rem 3.0 meV: Delta +0.02798 meV, B_c -0.2417 T
  E_rem 3.5 meV: Delta +0.04955 meV, B_c -0.4280 T
share of Delta from |w| < 0.1 meV = 5.69 %
share of Delta from |w| < 1.0 meV = 36.91 %
share of Delta from |w| < 10.0 meV = 84.79 %
diagonalization: band half-width 4.0 meV, 8 levels per spin
  E_rem 1.0 meV: Delta/Gamma numerical -0.09692, formula -0.09704
  E_rem 2.5 meV: Delta/Gamma numerical +0.04375, formula +0.04377
  b_c/Gamma numerical 0.09691, formula 0.09704
  symmetric point, Gamma = 1.0 meV: |Delta| below 1e-8 meV: True
  Stoner splitting 1.0 meV, symmetric point: Delta/Gamma numerical 0.05316, formula 0.05317
  Gamma = 0.20 meV: Delta all orders -0.01941 meV, first order -0.01941 meV
  Gamma = 0.20 meV: b_c all orders 0.02019 meV
checks complete
```
